# Quantum correction to thermionic emission over a parabolic barrier top

A leakage calculation that uses the Richardson–Schottky current must decide whether to multiply it by a quantum factor for transmission near the barrier top. For a parabolic top the factor is

$$\frac{J}{J_{\rm cl}}=\frac{u}{\sin u},\qquad u=\frac{\hbar\omega}{2k_BT},\qquad 0<u<\pi. \tag{1}$$

Before using it, an implementer should establish that $u$ is below $\pi$ and that the barrier is close enough to a parabola. The second condition can fail while the first is comfortably met. In the air-gap example below, equation (1) gives 1.35. The Schrödinger equation for the image-force barrier gives 1.05 if the image potential is cut off abruptly at the metal, and about 1.22 for a smooth surface model. Equation (1) is too high in both cases, and the curvature at the top does not settle the answer alone.

## Model and current

Independent electrons leave a planar metal for an empty collector. Motion is coherent and elastic, transverse momentum is conserved, and one mass $m$ applies throughout. The barrier maximum $V_0$ lies $\Phi$ above the Fermi level $\mu$, and near it

$$V(x)=V_0-\tfrac12m\omega^2x^2 .$$

Here $x$ is measured from the maximum and $\omega$ is an angular frequency. If image forces lower the barrier, $\Phi$ is the lowered height. The factor therefore multiplies a current that already contains the Schottky lowering.

Atomic units, $\hbar=m_e=e=1$, are used in the algebra, with $\beta=1/(k_BT)$. Counting both spins, the magnitude of the emitted current density is

$$J=2\int_{k_x>0}\frac{d^3k}{(2\pi)^3}\,\frac{k_x}{m}\,T(E)f(E+W),\qquad E=\frac{k_x^2}{2m},\quad W=\frac{k_\perp^2}{2m},$$

where $f$ is the Fermi function and energies start at the metal band bottom. Since $k_x\,dk_x/m=dE$ and $d^2k_\perp$ integrates to $2\pi m\,dW$,

$$J=\frac{m}{2\pi^2}\int dE\,T(E)\int_0^\infty\frac{dW}{1+e^{\beta(E+W-\mu)}} .$$

The inner integrand is the $W$-derivative of $-\beta^{-1}\ln[1+e^{-\beta(E+W-\mu)}]$, so

$$J=\frac{m}{2\pi^2\beta}\int dE\,T(E)\ln\!\left[1+e^{-\beta(E-\mu)}\right]. \tag{2}$$

When the contributing energies lie many $k_BT$ above $\mu$, the logarithm becomes $e^{-\beta(E-\mu)}$. Classical transmission is zero below $V_0$ and one above it, which gives

$$J_{\rm cl}=\frac{m}{2\pi^2\beta}\int_{V_0}^{\infty}e^{-\beta(E-\mu)}dE
=\frac{m}{2\pi^2\beta^2}e^{-\beta\Phi}. \tag{3}$$

In SI units this is $e\,m(k_BT)^2e^{-\Phi/k_BT}/(2\pi^2\hbar^3)$. With $\varepsilon=E-V_0$, dividing (2) by (3) leaves

$$\frac{J}{J_{\rm cl}}=\beta\int_{-\infty}^{\infty}e^{-\beta\varepsilon}T(\varepsilon)\,d\varepsilon. \tag{4}$$

The lower limit has been moved from the band bottom to $-\infty$. The condition that permits this appears once $T$ is known.

## Transmission of the parabola

Measure length in $1/\sqrt{m\omega}$ and momentum in $\sqrt{m\omega}$. The Hamiltonian relative to $V_0$, divided by $\omega$, is $h=(p^2-x^2)/2$, with $[x,p]=i$. Define

$$X=\frac{p+x}{\sqrt2},\qquad P=\frac{p-x}{\sqrt2}.$$

Then $[X,P]=\tfrac12([x,p]-[p,x])=i$. The cross terms $xp-px$ cancel in the symmetric sum $XP+PX=p^2-x^2$, so

$$h=\tfrac12(XP+PX).$$

In time units of $1/\omega$, the Heisenberg equations are $\dot X=i[h,X]=X$ and $\dot P=i[h,P]=-P$. Thus $X$ grows as $e^t$ and $P$ decays as $e^{-t}$. Because $x=(X-P)/\sqrt2$, the sign of $X$ tells on which side a particle leaves. At early times $x\simeq-P/\sqrt2$ and $p\simeq P/\sqrt2$, so $P>0$ describes a particle arriving from the left.

Let $q=\varepsilon/\omega$. In the $P$ representation $X=i\,d/dP$, and the eigenvalue equation $h\tilde\phi=q\tilde\phi$ reads

$$i\left(P\frac{d\tilde\phi}{dP}+\frac12\tilde\phi\right)=q\tilde\phi
\quad\Longrightarrow\quad
\tilde\phi(P)=P^{-iq-1/2}\quad(P>0).$$

For arrival from the left, $\tilde\phi=0$ at $P<0$. Transforming to $X$,

$$\phi(X)=\frac1{\sqrt{2\pi}}\int_0^\infty P^{s-1}e^{-zP}dP
=\frac{\Gamma(s)}{\sqrt{2\pi}}\,z^{-s},\qquad s=\tfrac12-iq,$$

with $z=\eta-iX$ and $\eta\to0^+$. For real positive $z$ the integral follows from the substitution $P\to P/z$. Both sides are analytic for ${\rm Re}\,z>0$, which extends the result to the required $z$.

For $X>0$, $z=|X|e^{-i\pi/2}$ and $|z^{-s}|^2=e^{\pi q}/|X|$. For $X<0$, $z=|X|e^{i\pi/2}$ and $|z^{-s}|^2=e^{-\pi q}/|X|$. To turn these densities into fluxes, write $h=-i(X\,d/dX+\tfrac12)$. The time-dependent equation then gives

$$\partial_t|\phi|^2=-\partial_X\!\left(X|\phi|^2\right).$$

The outgoing flux is therefore $|X||\phi|^2$ on each side. In the same way, $h=i(P\,d/dP+\tfrac12)$ gives the incoming flux $P|\tilde\phi|^2=1$, so the outgoing fluxes are the transmission and reflection probabilities. The reflection formula for the gamma function gives $|\Gamma(\tfrac12-iq)|^2=\pi/\cosh\pi q$, so

$$T=\frac{1}{2\pi}\frac{\pi}{\cosh\pi q}e^{\pi q}
=\frac1{1+e^{-2\pi\varepsilon/\omega}},\qquad
R=\frac1{1+e^{2\pi\varepsilon/\omega}}. \tag{5}$$

They add to one, and $T=\tfrac12$ at the top. Direct integration of the Schrödinger equation at six energies from $-0.8\omega$ to $0.6\omega$ agrees with this $T$ to a relative $2.8\times10^{-5}$.

## Thermal integral

Insert (5) into (4), and put $y=2\pi\varepsilon/\omega$ and $r=\beta\omega/(2\pi)=u/\pi$:

$$\frac{J}{J_{\rm cl}}
=r\int_{-\infty}^{\infty}\frac{e^{-ry}}{1+e^{-y}}dy
=r\int_{-\infty}^{\infty}\frac{e^{ay}}{1+e^y}dy,
\qquad a=1-r.$$

Call the last integral $I$. It converges on the right if $r>0$ and on the left if $r<1$. Integrate counterclockwise around a rectangle whose lower side is the real axis and whose upper side is shifted by $2\pi i$. The vertical sides vanish under the same two conditions. The upper side contributes $-e^{2\pi ia}I$. The enclosed pole at $y=i\pi$ has residue $e^{i\pi a}/e^{i\pi}=-e^{i\pi a}$. Hence

$$I\left(1-e^{2\pi ia}\right)=-2\pi i\,e^{i\pi a},
\qquad
I=\frac{2\pi i}{e^{i\pi a}-e^{-i\pi a}}=\frac{\pi}{\sin\pi a}.$$

Since $\sin\pi(1-r)=\sin\pi r=\sin u$, multiplication by $r=u/\pi$ gives equation (1).

A separate integration over longitudinal and transverse momentum, with Fermi occupation and $\Phi=25k_BT$, reproduced (1) at $u=0.6$, 1.3 and 2.2 to a relative $1.9\times10^{-5}$. That calculation used (5) for $T$, so it tests the flux sum and the thermal integral.

## Limits and failure

The factor exceeds one although electrons above the top are partly reflected. From (5), $T(-\varepsilon)=1-T(\varepsilon)$: the transmission lost at a given energy above the top equals that gained at the same depth below. The Boltzmann weight is larger below. Pairing the two energies gives

$$\frac{J}{J_{\rm cl}}-1
=2\beta\int_0^\infty\frac{\sinh(\beta\varepsilon)}{1+e^{2\pi\varepsilon/\omega}}\,d\varepsilon>0.$$

For small $u$, replace $\sinh(\beta\varepsilon)$ by $\beta\varepsilon$ and use $\int_0^\infty y\,dy/(1+e^y)=\pi^2/12$. The result is

$$\frac{J}{J_{\rm cl}}\simeq1+2\beta^2\left(\frac{\omega}{2\pi}\right)^2\frac{\pi^2}{12}=1+\frac{u^2}{6}.$$

Well below the top the integrand of (4) varies as $e^{-\delta/\delta_0}$, where $\delta=-\varepsilon$ and

$$\delta_0=\frac1{2\pi/\omega-\beta}=\frac{k_BT}{\pi/u-1}. \tag{6}$$

Extending the integral to $-\infty$ and using Boltzmann supply require $\Phi\gg\delta_0$ as well as $\Phi\gg k_BT$. As $u$ approaches $\pi$, $\delta_0$ diverges and the factor grows as $\pi/(\pi-u)$. At $u\ge\pi$ the parabolic integral has no finite value. Code should then reject (1), not evaluate the sine: between $\pi$ and $2\pi$ it would return a negative current.

A finite smooth barrier shows both regimes. For $V=H\,{\rm sech}^2(\alpha x)$, with the curvature frequency held at $\omega$ and $u=2$, the thermal factor is 2.1936 at $H=80\omega$ and 2.1965 at $H=160\omega$. The parabolic value is 2.1995. Doubling the height nearly halves the error, by a factor of 1.98. At $u=4$, raising $H$ from $10\omega$ to $20\omega$ instead raises the factor from about $1.0\times10^3$ to $5.7\times10^4$. The barrier far below its top then controls the answer, and its curvature at the top is insufficient input.

## Image-force barrier

For an electron at distance $x$ from a plane metal, in a medium of relative permittivity $\kappa$, the attraction to the image charge is $1/[\kappa(2x)^2]$. Integrating this force from infinity gives the energy $-1/(4\kappa x)$. With field $F$ and unlowered barrier $\phi_0$,

$$V(x)=\phi_0-Fx-\frac1{4\kappa x}.$$

Setting $V'=-F+1/(4\kappa x^2)=0$ gives

$$x_m=\frac1{2\sqrt{\kappa F}},\qquad
\Delta=Fx_m+\frac1{4\kappa x_m}=\sqrt{\frac F\kappa},$$

where $\Delta$ is the lowering. The curvature is $V''(x_m)=-1/(2\kappa x_m^3)$, so

$$\omega=\sqrt{\frac{-V''(x_m)}m}
=\frac{2\kappa^{1/4}F^{3/4}}{\sqrt m}. \tag{7}$$

At fixed temperature, $u$ grows as $F^{3/4}$.

## Worked example: an air gap

Take an air gap between copper interconnect lines, with rough values $\phi_0=4.5$ eV, gap 200 angstrom, field 1 MV/cm and temperature 400 K. The voltage is 2 V. In the gap $\kappa=1$ and $m=1$.

The field is 0.01 eV/angstrom as a force. With $e^2/(4\pi\epsilon_0)=14.40$ eV angstrom and $\hbar^2/m_e=7.62$ eV angstrom$^2$,

$$x_m=\sqrt{\frac{14.40}{4(0.01)}}=18.97\ \text{angstrom}=1.897\ \text{nm},$$

$$\Delta=2Fx_m=0.3795\ \text{eV},\qquad
\hbar\omega=\sqrt{\frac{7.62\times2(0.01)}{18.97}}=0.0896\ \text{eV}.$$

The second form of $\omega$ uses $-V''=2F/x_m$, which follows from $F=1/(4x_m^2)$. The lowered barrier is $4.5-0.3795=4.1205$ eV. Since $k_BT=0.03447$ eV,

$$u=\frac{0.08962}{2(0.03447)}=1.300,\qquad
\frac u{\sin u}=1.349.$$

The small-$u$ estimate gives 1.282. In the parabolic model 40% of the current crosses below the top, and (6) gives $\delta_0=0.024$ eV. At the same temperature the parabolic factor is 1.107 at 0.5 MV/cm and 2.678 at 2 MV/cm. At 1 MV/cm, $u$ reaches $\pi$ on cooling to about 166 K.

The classical current is $2.3\times10^{-45}$ A/cm$^2$ and the parabolic one $3.1\times10^{-45}$ A/cm$^2$. The latter means a mean wait of about $5\times10^{33}$ s for one electron from 1 square micrometre. For these inputs thermionic emission across a clean gap is negligible with or without the correction.

## How good is the parabola here?

The Schrödinger equation was also solved for the image barrier, cut off at a metal band bottom 7 eV below the Fermi level. Its thermal factor is 1.050, or 0.778 of the parabolic value. Relative to this calculation, equation (1) is 29% too high and the classical current 5% too low.

The number depends on how the metal side is modelled. With the same abrupt cutoff, band depths of 4 and 15 eV give 1.106 and 0.987. A smoother surface replaces the image term by $-(1-e^{-\lambda x})/(4x)$, with $\lambda=1$ per bohr, and joins it with continuous slope to a potential that levels off at the band bottom as a logistic function. For a depth of 7 eV the factor is then about 1.22: equation (1) is 11% too high and the classical current 18% too low. Raising $\lambda$ from 0.9 to 1.3 per bohr lowers the factor from 1.23 to 1.17. Whether equation (1) or the classical current is closer therefore depends on the surface.

Part of the difference can be derived. Put $x=x_m(1+t)$. At depth $\delta$ below the top, $V-E=\delta-\tfrac12\Delta\,t^2/(1+t)$. Define $v$ by $v^2=t^2/(1+t)$, with the sign of $t$. Then $t=v^2/2+v\sqrt{1+v^2/4}$, and the part of $dt/dv$ even in $v$ is $1+3v^2/8+\cdots$. The odd part integrates to zero. For $m=1$ the semiclassical exponent is

$$\theta=2\sqrt2\,x_m\int\sqrt{\delta-\tfrac12\Delta v^2}\left(1+\tfrac38v^2\right)dv
=\frac{2\pi\delta}{\omega}\left(1+\frac{3\delta}{16\Delta}\right),$$

using $v=\sqrt{2\delta/\Delta}\,\sin\chi$ and $\omega=\sqrt\Delta/x_m$. With $T=1/(1+e^\theta)$ and $\delta=-\varepsilon$ continued through the top, the first-order change in transmission is $-(3\varepsilon^2/16\Delta)\,dT/d\varepsilon$.

Let $g(u)=u/\sin u$. Integrating (4) by parts gives $\int e^{-\beta\varepsilon}(dT/d\varepsilon)\,d\varepsilon=g$. Two derivatives with respect to $\beta$ bring down $\varepsilon^2$, and $u=\beta\omega/2$, so the factor changes by

$$-\frac{3\beta}{16\Delta}\,\frac{\omega^2}{4}\,g''(u)
=-\frac{3u\,\omega}{32\Delta}\,g''(u).$$

Here $g''(1.3)=0.98$, and the change is $-0.028$, about 2% of 1.349. This leading action correction is far too small to explain the 22% reduction found with the abrupt cutoff. Keeping the whole semiclassical action, continued through the top, gives a factor of 1.324, so its higher orders do not explain the reduction either. The action omits a term of the same order in $\omega/\Delta$. Second-order perturbation theory in the cubic and quartic terms of $V$, continued to an inverted well, raises the effective top by $G_0=-V''''/(64\omega^2)-7(V''')^2/(576\omega^4)=5/(64x_m^2)$ for $m=1$, here 1.65 meV. This changes the factor by $-\beta G_0\,g=-0.065$ and brings the value for the top alone to about 1.26. For the abrupt cutoff at this field, somewhat more than half of the total reduction comes from interference between reflection on the metal side and reflection at the top. With the field removed, the metal side reflects about 4% of electrons at the vacuum level. Combining that reflection with the semiclassical transmission of the top, including the shift $G_0$ but without interference, gives a factor of about 1.23; the full Schrödinger solution gives 1.05. The interference term depends on the field and changes sign: with the same cutoff the factor is 1.077 at 0.5 MV/cm and 1.625 at 1.5 MV/cm, where (1) gives 1.107 and 1.795, so the 22% reduction is specific to 1 MV/cm. Still, a small $\delta_0/\Delta$, here 0.06, does not by itself justify (1) for an image barrier.

## Other omissions and the real gap

A second metal plate shifts the barrier top by only $-0.0004$ eV. With the abrupt cutoff at both metals, including its images and reflection gives a factor of 1.051, close to the corresponding one-plate value. A semiclassical estimate of direct tunnelling from below the Fermi level gives about $10^{-153}$ A/cm$^2$. For a rough molecular cross-section of 10 square angstrom at 1 atm, the electron path is about 5000 angstrom, so roughly 4% of electrons would collide while crossing the gap.

The example represents electrical stress: 2 V across 200 angstrom is above the roughly 1 V or less of ordinary logic operation. Real gaps also have rough edges, liners, supports and non-uniform surfaces. A work function lower by 0.1 eV raises the current 18-fold at fixed field and temperature, far more than the quantum factor does. A local field above 3.24 MV/cm puts $u$ beyond $\pi$ at 400 K, so a protrusion that enhances the field slightly more than threefold invalidates (1) locally. Leakage along supports and gas breakdown are outside the model, and the computed current is no prediction of total interconnect leakage.

In a solid dielectric, (7) needs the permittivity appropriate to the electron's transit and the effective mass. Scattering within the barrier region would break the assumption of coherent motion, so the air-gap numbers should not be transferred to a solid film.

## Use in a calculation

Compute $\omega$ from the curvature of the actual barrier at its maximum, and $J_{\rm cl}$ from the height of that same maximum. If the barrier has been shown to be nearly parabolic for this purpose, use (1) for $u<\pi$, or $1+u^2/6$ when $u$ is small enough for the required accuracy. Close to $\pi$ the shape requirement becomes severe: for a ${\rm sech}^2$ barrier of height $46\omega$ at $u=3$, the factor is about 14, while (1) gives 21. For an image-force barrier, or whenever $u\ge\pi$, obtain $T(E)$ for the full barrier, including a realistic metal side, and integrate (2). Do not add a separate tunnelling current over the same energies: both (1) and (2) already contain transmission below the top. The numerical output that follows lists the main values behind the example; its image-barrier factors are for the abrupt cutoff with a band depth of 7 eV.

## Table of computed values

```
TESTS
parabola: largest relative error of T = 2.8e-05
3D current: largest relative error of u/sin u = 1.9e-05
sech^2, u=2: factor at height 80 w = 2.19361
sech^2, u=2: factor at height 160 w = 2.19652
parabola, u=2: factor = 2.19950
sech^2 error ratio on doubling height = 1.978
sech^2, u=4: factor at height 10 w = 1.03e+03
sech^2, u=4: factor at height 20 w = 5.69e+04
EXAMPLE INPUTS (rough air-gap values)
barrier before lowering = 4.5 eV
metal band depth below Fermi level = 7.0 eV
field = 1.0 MV/cm
gap = 200 angstrom
voltage across gap = 2.00 V
temperature = 400 K
EXAMPLE RESULTS
k_B T = 0.03447 eV
barrier-top position = 18.97 angstrom
barrier-top position, converted = 1.897 nm
image lowering = 0.3795 eV
lowered barrier = 4.1205 eV
hbar w = 0.08962 eV
u = 1.3000
enhancement u/sin u = 1.3492
small-u estimate 1+u^2/6 = 1.2817
share crossing below the top = 0.3999
temperature where u=pi = 165.5 K
classical current = 2.331e-45 A/cm2
parabolic current = 3.145e-45 A/cm2
mean wait per electron from 1 um2 = 5.09e+33 s
at 0.5 MV/cm: u = 0.7730, factor = 1.1070
at 2.0 MV/cm: u = 2.1864, factor = 2.6780
NEGLECTED EFFECTS
image barrier with metal, one plate: factor = 1.0496
one plate divided by parabolic factor = 0.7780
second plate: shift of barrier top = -0.000392 eV
two plates, including shift: factor = 1.0512
two plates divided by parabolic factor = 0.7791
direct tunnelling below Fermi level = 1.60e-153 A/cm2
gas cross-section, rough input = 10 angstrom^2
electron path in gas at 1 atm = 5450 angstrom
current factor for 0.1 eV lower work function = 18.2
field where u=pi at this temperature = 3.24 MV/cm
```
